# Why slow phonon losses enhance the Seebeck coefficient of cold silicon

Take an n-type silicon wafer 0.5 mm thick with $10^{15}$ donors per cm³, at 80 K. In the model worked out below, diffusion of the electrons gives a Seebeck coefficient of $-0.95$ mV/K, and the push of moving phonons adds $-2.68$ mV/K. Yet 90% of that push comes from phonons that hold only 0.35% of the heat capacity of the longitudinal acoustic (LA) modes, and a typical one hands about 1.4% of its momentum to the electrons. How can so few phonons, giving away so little, outweigh ordinary diffusion?

The answer is a matter of rates. These phonons lose momentum slowly, so a temperature gradient drives them further from equilibrium than it drives short-lived ones. The small share that reaches the electrons is divided among very few electrons.

## The phonons that flow

Let the LA phonons have frequency $\omega=vq$ and velocity $v\hat{\mathbf q}$. In a steady temperature gradient, drift along the gradient balances relaxation:

$$v\hat{\mathbf q}\cdot\nabla T\,\frac{\partial N_0}{\partial T}=-\frac{\delta N_q}{\tau_q},\qquad \frac1{\tau_q}=\frac1{\tau_q^{\rm lat}}+\Gamma_q .$$

Here $N_0$ is the Bose function, $\Gamma_q$ the rate of net absorption by electrons, and $1/\tau_q^{\rm lat}$ the rate of all other losses. Each mode is assumed to relax on its own. The other losses are modelled as

$$\frac1{\tau_q^{\rm lat}}=2\times10^8\ {\rm s^{-1}}\left(\frac{q}{0.5\ {\rm nm^{-1}}}\right)^2\left(\frac{T}{80\ {\rm K}}\right)^3+\frac vL ,$$

where the first term stands for anharmonic collisions and the second for surfaces a distance $L$ apart. The surface term is a simplification: it gives every phonon the same rate, whatever its direction.

## Why the electrons select long waves

The electrons are nondegenerate, with isotropic mass $m$ in each of six equal valleys, and scatter within a valley through a deformation potential $\Xi$. In a crystal of volume $V$ and mass density $\rho$ the squared matrix element is $\Xi^2\hbar q/(2\rho vV)$. Absorption minus stimulated emission gives, by the golden rule,

$$\Gamma_q=\frac{2\pi}{\hbar}\,\frac{\Xi^2\hbar q}{2\rho vV}\;2\sum_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar vq),$$

with the valley sum understood. Three steps evaluate it.

1. On the energy shell $f_{\mathbf k+\mathbf q}=f_{\mathbf k}e^{-x}$, with $x=\hbar vq/k_BT$, so the bracket is $f_{\mathbf k}(1-e^{-x})$.
2. The argument of the delta function is $\hbar^2k_\parallel q/m+\hbar^2q^2/2m-\hbar vq$. It fixes the component of $\mathbf k$ along $\mathbf q$ at $k_\parallel=mv/\hbar-q/2$ and contributes a factor $m/(\hbar^2q)$.
3. In a Maxwellian gas of density $n$, the density of electrons per unit $k_\parallel$ is $n\hbar(2\pi mk_BT)^{-1/2}\exp(-\hbar^2k_\parallel^2/2mk_BT)$.

The product of the prefactors is $(\Xi^2n/\rho v\hbar)\sqrt{\pi m/2k_BT}$. Squaring $k_\parallel$ gives the exponent $-(mv^2/2+\hbar^2q^2/8m)/k_BT+x/2$, and $(1-e^{-x})e^{x/2}=2\sinh(x/2)$. Hence

$$\Gamma_q=\frac{\Xi^2n}{\rho v\hbar}\sqrt{\frac{2\pi m}{k_BT}}\;\sinh\!\frac{\hbar vq}{2k_BT}\;\exp\!\left[-\frac{\hbar^2q^2/8m+mv^2/2}{k_BT}\right].$$

The exponential cuts off the coupling near $q=2k_{\rm th}$, with $k_{\rm th}=\sqrt{2mk_BT}/\hbar$. A shorter wave can be absorbed only by an electron with a large momentum against it, and such electrons are rare.

For the example I take rough silicon values: $m=0.32\,m_e$, $v=9000$ m/s, $\rho=2330$ kg/m³ and $\Xi=9$ eV. At 80 K, $k_{\rm th}=0.24$ nm⁻¹. Numerical quadrature of the drag sum derived next shows that half the drag comes from $q<0.44$ nm⁻¹ (wavelengths above 14 nm) and 90% from $q<0.76$ nm⁻¹. The LA heat capacity per unit $q$ peaks much higher, at 4.5 nm⁻¹. The 0.35% quoted at the start is the heat capacity below 0.76 nm⁻¹ divided by that of a whole Debye sphere, with one LA mode per atom and $5\times10^{22}$ atoms per cm³. Silicon really has one LA mode per two-atom cell, but at 80 K the modes this removes hold so little heat that the share hardly changes. The share does depend on the straight dispersion: a sine-shaped LA branch with the same sound speed, which bends over at short wavelength as the real one does, lowers it to about 0.2%.

## From momentum to voltage

A mode with excess occupation $\delta N_q$ gives the electrons momentum at the rate $\hbar\mathbf q\,\Gamma_q\,\delta N_q$. Insert $\delta N_q$, let the gradient lie along $x$, and average $\hat q_x^2$ over directions, which gives 1/3. The force per unit volume is

$$F=-\frac{1}{3V}\frac{dT}{dx}\sum_{\mathbf q}C_q\Gamma_q\tau_q,\qquad C_q=\hbar vq\,\frac{\partial N_0}{\partial T},$$

where $C_q$ is the heat capacity of one mode.

Suppose first that the electron relaxation time $\tau_e$ does not depend on energy. The current is then $-e\tau_e/m$ times the total force density, and it vanishes when $-neE+F=0$, whatever $\tau_e$ is. With the convention $E=S\,dT/dx$,

$$\boxed{S_{\rm drag}=-\frac{1}{3enV}\sum_{\mathbf q}C_q\,\Gamma_q\tau_q}$$

The sign is that of the carriers: phonons sweep electrons to the cold end, and the field points toward the charge collected there.

The factor $\Gamma_q\tau_q$ is the share of a phonon's momentum that goes to electrons. For the phonon at $q=0.443$ nm⁻¹, anharmonic collisions take $2\times10^8(0.443/0.5)^2=1.57\times10^8$ s⁻¹ and surfaces take $9000/(5\times10^{-4})=0.18\times10^8$ s⁻¹. With the small electron part the lifetime is 5.6 ns and the share 1.4%. These phonons lose nearly all of their momentum elsewhere, but slowly.

In light doping $\Gamma_q\propto n$ while $\tau_q\simeq\tau_q^{\rm lat}$. The sum then grows as $n$, the prefactor falls as $1/n$, and the drag does not depend on $n$. Once electrons become the main sink, the share approaches its ceiling of one and $|S_{\rm drag}|$ must fall. At 80 K, with all else fixed:

| $n$ (cm⁻³) | $S_{\rm drag}$ (mV/K) |
|---|---|
| $10^{14}$ | $-2.72$ |
| $10^{15}$ | $-2.67$ |
| $10^{16}$ | $-2.27$ |
| $10^{17}$ | $-1.17$ |

The last row shows the trend of the formula, not a real sample: by the ionization law used below, $10^{17}$ free electrons at 80 K need about $4\times10^{18}$ donors per cm³, near the density where doped silicon turns metallic and the picture of isolated donors fails. That row also omits screening. The screening length there is about 6.7 nm, and if the whole deformation potential were statically screened, $\Gamma_q$ at $q=0.44$ nm⁻¹ would drop by about 12%. The long-wave screening formula would give 20%, but electrons screen waves this short less well.

## The same result from friction

Let the electrons drift with velocity $\mathbf u$. Phonons in balance with them would have the occupation $N_0(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)$, so to first order each mode gains quanta at the rate $\Gamma_q\,\hbar\mathbf q\cdot\mathbf u\,(-N_0')$, where the prime means $\partial/\partial(\hbar\omega)$. The momentum the electrons lose defines a phonon-limited relaxation time $\tau_{ep}$ and mobility $\mu_{ep}=e\tau_{ep}/m$:

$$\frac{nm}{\tau_{ep}}=\frac1{3V}\sum_{\mathbf q}\hbar^2q^2\,\Gamma_q(-N_0').$$

Since $\partial N_0/\partial T=(\hbar\omega/T)(-N_0')$, the mode heat capacity is $C_q=v^2\hbar^2q^2(-N_0')/T$. Let $\langle\tau\rangle$ be the average of $\tau_q$ weighted by the terms of the friction sum. Then $\sum C_q\Gamma_q\tau_q=3V(v^2/T)(nm/\tau_{ep})\langle\tau\rangle$, and

$$S_{\rm drag}=-\frac{v^2\langle\tau\rangle}{T\mu_{ep}} .$$

Quadrature gives $\langle\tau\rangle=4.28$ ns and $\mu_{ep}=1.62\times10^4$ cm²/Vs, or 1.62 m²/Vs. Therefore

$$S_{\rm drag}=-\frac{(9000)^2\times4.28\times10^{-9}}{80\times1.62}\ {\rm V/K}=-2.7\ {\rm mV/K}.$$

The reverse process agrees. The quanta gained from drifting electrons live for $\tau_q$ and carry energy $\hbar vq$ at velocity $v\hat{\mathbf q}$. Their heat current is $v^2(nm u/\tau_{ep})\langle\tau\rangle$. Divided by the electric current $-neu$, this is the Peltier coefficient $-v^2\langle\tau\rangle/\mu_{ep}$, which equals $TS_{\rm drag}$ as the Kelvin relation requires.

This form isolates the cause. If the phonons that drag the electrons had the 0.063 ns lifetime of those at the heat-capacity peak, $S_{\rm drag}$ would be $-0.04$ mV/K, nearly seventy times smaller.

## The diffusion part

For comparison, let the phonons stay in equilibrium. The field a voltmeter records includes the gradient of the chemical potential $\mu_c$, measured from the band edge. For constant $\tau_e$ the electron distribution changes by

$$\delta f=-\frac{\tau_ev_xf_0}{k_BT}\left[eE+\frac{\varepsilon-\mu_c}{T}\frac{dT}{dx}\right].$$

The current weights the bracket with $v_x^2f_0$, that is, with $\varepsilon^{3/2}e^{-\varepsilon/k_BT}$ after the density of states is included. The mean energy under this weight is $\tfrac52k_BT$. Zero current, with $\mu_c=-k_BT\ln(N_c/n)$, gives

$$S_{\rm diff}=-\frac{k_B}{e}\left[\frac52+\ln\frac{N_c}{n}\right],\qquad N_c=12\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}.$$

At 80 K, $N_c=3.75\times10^{18}$ cm⁻³. Donors with a binding energy $E_D$ of roughly 45 meV and twofold spin degeneracy obey $n^2/(N_D-n)=\tfrac12N_ce^{-E_D/k_BT}$, where $N_D$ is the donor density. This gives $n=7.8\times10^{14}$ cm⁻³, so 78% are ionized. Excited donor states, left out here, would lower the share to roughly 70% and hardly change the Seebeck coefficient. Then $S_{\rm diff}=-0.0862\,(2.5+8.48)=-0.95$ mV/K, and the total is $-3.6$ mV/K.

## Cooling and thinning

With the uniform surface rate $v/L$, the drag in the wafer rises on cooling, then turns over:

| $T$ (K) | $S_{\rm drag}$ (mV/K) |
|---|---|
| 160 | $-0.30$ |
| 80 | $-2.7$ |
| 40 | $-12.0$ |
| 25 | $-15.6$ |
| 20 | $-15.0$ |

The powers of $T$ follow from the formulas when $\hbar vq$ and $mv^2$ are small beside $k_BT$. The typical $q$ scales as $\sqrt T$, so the anharmonic rate scales as $q^2T^3\propto T^4$. In the friction sum $\Gamma_q\propto nqT^{-1/2}/T$ and $-N_0'\propto T/q^2$, so $1/\mu_{ep}\propto T^{-1/2}\int q^3e^{-\hbar^2q^2/8mk_BT}dq\propto T^{3/2}$. Hence $|S_{\rm drag}|\propto T^{1/2}\langle\tau\rangle$: with rising temperature it falls as $T^{-7/2}$ where anharmonic loss dominates and grows as $T^{1/2}$ where surfaces dominate. On cooling, $\hbar vq$ and $mv^2$ grow relative to $k_BT$, and the powers become less accurate: with surface loss alone, the computed exponent is 0.60 at 20 K and 0.69 at 10 K instead of 1/2.

With one typical phonon, $|S_{\rm drag}|\propto T^{1/2}/(aT^4+b)$, where $b=v/L$. Setting the derivative to zero gives $aT^4=b/7$. The rates found above at 80 K put this at $80\,(0.18/(7\times1.57))^{1/4}\approx29$ K. The full sum peaks at 25 K with $-15.6$ mV/K. Both numbers depend on the simple surface rate $v/L$. In a wide wafer, phonons moving nearly parallel to the faces live longer. If the faces scatter diffusely, the gradient lies along them and the edges are ignored, averaging over directions changes the drag at 80 K by only 10%, to $-2.9$ mV/K, but moves the peak to about 10 K and makes it three times as deep. The coldest rows of the table therefore illustrate the turnover; they do not give the place or height of the peak in a real wafer.

Thin free-standing layers lose the effect if every surface collision destroys the phonon's momentum. At 80 K and fixed $n$, $S_{\rm drag}$ is $-1.8$ mV/K for $L=100$ µm, $-0.51$ for 10 µm and $-0.067$ for 1 µm. In the thin limit $\langle\tau\rangle=L/v$ and $S_{\rm drag}=-vL/(T\mu_{ep})$, which gives $-0.070$ mV/K at 1 µm. These values give every phonon the same surface rate $v/L$, but phonons moving nearly along the layer meet its surfaces less often. If the gradient lies along the layer and each surface collision scatters the phonon diffusely, averaging over directions gives about $-0.20$ mV/K at 1 µm, three times as much but still small. Fully diffuse scattering is a strong assumption for waves 14 nm long. If a surface of roughness $\eta$ reflects a phonon like a mirror with probability $\exp[-(2q\eta\cos\theta)^2]$, with $\theta$ the angle to the surface normal, the 1 µm layer keeps about $-2.1$ mV/K for $\eta=0.5$ nm and $-1.0$ mV/K for $\eta=2$ nm.

## How far this describes silicon

The mass, sound speed, deformation potential and donor binding are rough values for silicon; the anharmonic rate is a round model parameter. In a thick, lightly doped wafer at 80 K the drag is nearly proportional to $\Xi^2$, and doubling the anharmonic lifetime raises it about 1.7 times, so errors in either pass largely into the result. The millivolts found here therefore show a magnitude and do not predict a measurement.

Other simplifications can be sized at 80 K:

- **Electron relaxation.** I solved the linearized electron Boltzmann equation on a wavenumber grid with inelastic LA collisions, which make the relaxation depend on energy. The drag becomes $-2.9$ mV/K. Adding scattering by ionized donors brings it to $-2.7$.
- **Valley shape.** Masses of 0.92 and $0.19\,m_e$ along and across the valley axis, with constant $\tau_e$, give $-2.0$ mV/K, about 25% less than the isotropic model. This assumes the same coupling in every direction; with the direction-dependent LA coupling of the next item, the anisotropic masses leave the LA drag almost unchanged.
- **Transverse phonons.** With rough deformation potentials of 1 eV (dilation) and 9 eV (shear), the direction-averaged squared coupling is 0.47 of the LA one. Scaled by this ratio from $\Xi=9$ eV, with a speed of 5400 m/s and equal anharmonic rates, these modes would add $-1.4$ mV/K. Part of that is already counted if $\Xi$ is chosen to reproduce the whole mobility. Taken at face value, the two potentials give a root-mean-square LA coupling of only $\sqrt{1+6+16.2}=4.8$ eV; the LA and transverse parts of the drag would then be about $-0.8$ and $-0.4$ mV/K.
- **Degeneracy and screening.** Both are negligible here: $n/N_c=2\times10^{-4}$, and the screening length of 76 nm is 33 times $1/q$ for the typical phonon.

Two omissions are not sized. Normal phonon collisions conserve total phonon momentum, whereas the model counts them as pure loss. At the lowest temperatures most electrons are frozen onto donors, and conduction between donors may replace the band conduction assumed here.

For chips the regime matters. The estimate suits a thick, lightly doped, cold substrate. A free-standing layer of a micrometre or less keeps little of the drag at 80 K only if its surfaces scatter these long waves diffusely; surfaces smooth to a fraction of a nanometre let it keep much of the drag. A layer bonded to a thick substrate can exchange these phonons with the substrate, a case the model does not cover. The $T^3$ loss law should not be carried to room temperature, so the model gives no value for a chip running warm.
